# Debugging a numerical check: Elliott-Yafet and Dyakonov-Perel Spin Relaxation: Opposite Dependence on Momentum Scattering

```python
"""Spin relaxation of conduction electrons: Elliott-Yafet (EY) against Dyakonov-Perel (DP).

Result under test (Hartree atomic units, leading order in P*k/gap):
  EY: 1/T = (dg**2/18) * (k**2*s)**2 / tau,   s = 1/gap + 1/(gap+split)
  DP: 1/T = (32/105) * gamma**2 * k**6 * tau, valid for Omega*tau << 1
P: s-p momentum matrix element; gap: s-p band gap; split: spin-orbit splitting
of the p states; dg: g shift; gamma: cubic Dresselhaus coefficient;
k: Fermi wave number; tau: inverse of the total impurity scattering rate.
The numerical side diagonalizes the eight-band Hamiltonian and the kinetic
equation; impurities are spin independent, isotropic and smooth within a cell.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

HARTREE_EV = pc["Hartree energy in eV"][0]
TIME_S = pc["atomic unit of time"][0]

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
eps = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, l], eps[i, l, j] = 1.0, -1.0


def band_parts(P, gap, split):
    """k=0 Hamiltonian and the three coupling matrices; basis (S,px,py,pz) x spin."""
    h0 = np.zeros((8, 8), complex)
    orbital_L = -1j * eps
    h0[2:, 2:] = -(gap + split / 3) * np.eye(6)
    h0[2:, 2:] += split / 3 * sum(np.kron(orbital_L[a], pauli[a]) for a in range(3))
    coupling = []
    for a in range(3):
        c = np.zeros((4, 4))
        c[0, a + 1] = c[a + 1, 0] = P
        coupling.append(np.kron(c, np.eye(2)))
    return h0, np.array(coupling)


def sphere(n_theta, n_phi):
    """Unit vectors and weights (sum 1) for averages over directions."""
    z, wz = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    r = np.sqrt(1 - z**2)
    pts = np.stack([np.outer(r, np.cos(phi)), np.outer(r, np.sin(phi)),
                    np.outer(z, np.ones(n_phi))], axis=-1).reshape(-1, 3)
    return pts, np.repeat(wz / 2, n_phi) / n_phi


def precession(kvec, gamma):
    x, y, z = kvec.T
    return 2 * gamma * np.stack([x*(y*y - z*z), y*(z*z - x*x), z*(x*x - y*y)], axis=-1)


dirs, wts = sphere(6, 12)


def conduction_states(k, params):
    """Conduction doublets on the sphere, with a spin-pure positive S component."""
    h0, coupling = band_parts(*params)
    states, energies = [], []
    for n in dirs:
        e, v = np.linalg.eigh(h0 + k * np.tensordot(n, coupling, axes=1))
        v = v[:, -2:]
        left, _, right = np.linalg.svd(v[:2])
        states.append(v @ (left @ right).conj().T)
        energies.append(e[-2:] + k**2 / 2)
    return np.array(states), np.array(energies)


def spin_decay(k, params, omega_tau=None):
    """tau/T: mean of the three slow spin eigenvalues of the kinetic operator."""
    v, _ = conduction_states(k, params)
    n = len(v)
    m = np.einsum("aim,bin->abmn", v.conj(), v)
    out = np.einsum("b,abmn,abpn->amp", wts, m, m.conj())
    total = np.einsum("a,amm->", wts, out).real / 2
    op = np.einsum("b,abmn,abpq->ampbnq", wts, m, m.conj()) / total
    one = np.eye(2)
    for a in range(n):
        loss = (np.kron(out[a], one) + np.kron(one, out[a].T)) / (2 * total)
        if omega_tau is not None:
            h = np.tensordot(omega_tau[a], pauli, axes=1) / 2
            loss = loss + 1j * (np.kron(h, one) - np.kron(one, h.T))
        op[a, :, :, a, :, :] -= loss.reshape(2, 2, 2, 2)
    rates = np.sort(-np.linalg.eigvals(op.reshape(4 * n, 4 * n)).real)
    assert abs(rates[0]) < 1e-11          # particle number is conserved
    return rates[1:4].mean()


def momentum_rate(k, params):
    """Momentum relaxation rate times tau."""
    v, _ = conduction_states(k, params)
    m = np.einsum("aim,bin->abmn", v.conj(), v)
    prob = np.sum(abs(m)**2, axis=(2, 3)) * np.outer(wts, wts)
    return 1 - np.sum(prob * (dirs @ dirs.T)) / prob.sum()


def spin_mixing(k, params):
    """Mean opposite-spin weight after diagonalizing sigma_z in each doublet."""
    v, _ = conduction_states(k, params)
    sz = np.kron(np.eye(4), pauli[2])
    top = np.array([np.linalg.eigvalsh(u.conj().T @ sz @ u)[-1] for u in v])
    return wts @ (1 - top) / 2


def landau_g_shift(params, field=1e-7, levels=8):
    """g shift from the spin splitting of the lowest conduction Landau level."""
    h0, coupling = band_parts(*params)
    a = np.diag(np.sqrt(np.arange(1, levels)), 1)
    px = np.sqrt(field / 2) * (a + a.T)
    py = 1j * np.sqrt(field / 2) * (a - a.T)
    h = np.kron(h0, np.eye(levels)) + np.kron(np.eye(8), (px @ px + py @ py) / 2)
    h = h + np.kron(coupling[0], px) + np.kron(coupling[1], py)
    e, v = np.linalg.eigh(h)
    first = np.where(e > -params[1] / 2)[0][:2]
    sz = np.kron(np.kron(np.eye(4), pauli[2]), np.eye(levels))
    spin = [np.real(v[:, q].conj() @ sz @ v[:, q]) for q in first]
    assert min(spin) < -0.9 and max(spin) > 0.9
    up, down = first[int(np.argmax(spin))], first[int(np.argmin(spin))]
    return 2 * (e[up] - e[down]) / field


def g_shift(P, gap, split):
    return -4 * P**2 / 3 * split / (gap * (gap + split))


def inverse_gaps(params):
    return 1 / params[1] + 1 / (params[1] + params[2])


def ey_formula(k, params):
    return g_shift(*params)**2 / 18 * (k**2 * inverse_gaps(params))**2


def mixing_formula(k, params):
    return g_shift(*params)**2 * k**2 / (12 * params[0]**2)


# ---------- model parameters ----------
params = (0.6, 0.02, 0.01)
P, gap, split = params
kF, gamma = 0.005, 1.0
other = (0.5, 0.03, 0.05)
k_small = 0.001

# ---------- band structure, g shift, spin mixing ----------
inv_mass = 1 + 2 * P**2 / 3 * (2 / gap + 1 / (gap + split))
_, e_small = conduction_states(1e-4, params)
assert abs(2 * e_small.mean() / 1e-8 / inv_mass - 1) < 1e-3
_, e_F = conduction_states(kF, params)
assert np.ptp(e_F) < 1e-13                # doublets stay degenerate, isotropic band
for p in (params, other):
    assert abs(landau_g_shift(p) / g_shift(*p) - 1) < 2e-3
    assert abs(spin_mixing(k_small, p) / mixing_formula(k_small, p) - 1) < 0.015
    # remaining difference is of relative order (P*k/gap)**2
    assert abs(spin_decay(k_small, p) / ey_formula(k_small, p) - 1) < 0.015

# ---------- Elliott-Yafet at the working point ----------
ey_full = spin_decay(kF, params)
ey_half = spin_decay(kF / 2, params)
ey_lead = ey_formula(kF, params)
dev_full = 1 - ey_full / ey_lead
dev_half = 1 - ey_half / ey_formula(kF / 2, params)
assert 3 < dev_full / dev_half < 5        # corrections vanish as k**2
assert abs(spin_decay(kF, (P, gap, 0.0))) < 1e-11   # no spin-orbit, no decay
mom = momentum_rate(kF, params)
assert abs(mom - 1) < 0.05
lam = -g_shift(*params) * inverse_gaps(params) / 4

# ---------- Dyakonov-Perel ----------
fine_dirs, fine_wts = sphere(60, 120)
shape2_fine = np.sum(precession(fine_dirs, 1.0)**2, axis=1)
assert abs(fine_wts @ shape2_fine - 16 / 35) < 1e-12
bloch_dirs, bloch_wts = sphere(10, 20)


def dp_bloch(rms):
    """tau/T from diagonalizing the precession-plus-scattering equation."""
    om = precession(bloch_dirs, 1.0) * rms / np.sqrt(16 / 35)
    n = len(om)
    op = np.einsum("b,ij->bij", bloch_wts, np.eye(3))
    op = np.broadcast_to(op, (n, n, 3, 3)).transpose(0, 2, 1, 3).copy()
    for a in range(n):
        op[a, :, a, :] -= np.eye(3) + np.einsum("ijl,l->ij", eps, om[a])
    ev = np.linalg.eigvals(op.reshape(3 * n, 3 * n))
    return np.sort(-ev[abs(ev.imag) < 1e-6].real)[:3].mean()


def dp_exact(rms):
    """tau/T from the closed decay condition."""
    w2 = shape2_fine * rms**2 / (16 / 35)
    return 1 - brentq(lambda x: fine_wts @ (1/x + 2*x/(x*x + w2)) / 3 - 1, 1/3, 1.0)


assert abs(dp_bloch(0.05) / (2 / 3 * 0.05**2) - 1) < 0.01
assert abs(dp_bloch(1.0) / dp_exact(1.0) - 1) < 0.01
assert abs(dp_bloch(3.0) / dp_exact(3.0) - 1) < 0.03   # finite angular grid
assert abs(dp_exact(100.0) - 2 / 3) < 0.01

# ---------- both mechanisms in one sample ----------
omega_rms = np.sqrt(16 / 35) * gamma * kF**3
dp_coef = 32 / 105 * gamma**2 * kF**6
tau_star = np.sqrt(ey_lead / dp_coef)
omega_F = precession(kF * dirs, gamma)
taus = [2e4, tau_star, 2e5]
joint = []
for t in taus:
    joint.append(spin_decay(kF, params, omega_F * t) / t)
    assert abs(joint[-1] / (ey_full / t + dp_coef * t) - 1) < 0.01
assert joint[1] < min(joint[0], joint[2])
assert abs(omega_rms * tau_star / (np.sqrt(4 / 3) * lam * kF**2) - 1) < 1e-10

# ---------- output ----------
E_F = e_F.mean()
b2 = mixing_formula(kF, params)
print("MODEL (atomic units unless stated)")
print(f"P = {P}, gap G = {gap} Ha, splitting D = {split} Ha")
print(f"Fermi wave number k = {kF}, Dresselhaus gamma = {gamma}")
print(f"P*k/G = {P*kF/gap:.3f}")
print(f"effective mass at band edge = {1/inv_mass:.5f} m_e")
print(f"Fermi energy, parabolic = {kF**2*inv_mass/2:.4e} Ha")
print(f"Fermi energy, eight-band = {E_F:.4e} Ha = {E_F*HARTREE_EV*1e3:.2f} meV")
print("G SHIFT AND MIXING")
print(f"g shift, formula = {g_shift(*params):.4f}")
print(f"g shift, Landau levels = {landau_g_shift(params):.4f}")
print(f"s = 1/G + 1/(G+D) = {inverse_gaps(params):.3f} 1/Ha")
print(f"lambda = {lam:.3f} bohr^2, lambda*k^2 = {lam*kF**2:.5e}")
print(f"mean mixing b^2, formula = {b2:.4e}")
print(f"mean mixing b^2, eight-band = {spin_mixing(kF, params):.4e}")
print("ELLIOTT-YAFET")
print(f"tau/T_EY, leading formula = {ey_lead:.4e}")
print(f"tau/T_EY, eight-band = {ey_full:.4e}")
print(f"eight-band/formula at k = {ey_full/ey_lead:.4f}")
print(f"eight-band/formula at k/2 = {1-dev_half:.4f}")
print(f"eight-band/formula at k=0.001: {spin_decay(k_small,params)/ey_formula(k_small,params):.4f}")
print(f"(tau/T_EY)/dg^2 at k, formula = {ey_lead/g_shift(*params)**2:.4e}")
print(f"(tau/T_EY)/dg^2 at k/2, formula = {ey_formula(kF/2,params)/g_shift(*params)**2:.4e}")
print(f"(tau/T_EY)/b^2, formula = {ey_lead/b2:.5f}")
print(f"momentum relaxation rate * tau = {mom:.4f}")
print("DYAKONOV-PEREL")
print(f"rms Omega = {omega_rms:.4e} Ha")
print(f"1/(T_DP*tau) = {dp_coef:.4e} Ha^2")
print("rms Omega*tau | exact tau/T | exact/(narrowing law)")
for r in (0.1, 0.3, 1.0, 3.0, 10.0):
    print(f"  {r:5.1f}  {dp_exact(r):.5f}  {dp_exact(r)/(2/3*r*r):.4f}")
print("SAMPLES: leading formulas, rates in 1/(atomic time)")
for name, t, full in zip(("dirtier", "crossover", "cleaner"), taus, joint):
    ey, dp = ey_lead / t, dp_coef * t
    print(f"{name}: tau = {t:.4e} a.u. = {t*TIME_S*1e12:.4f} ps")
    print(f"  EY = {ey:.4e}, DP = {dp:.4e}, sum = {ey+dp:.4e}")
    print(f"  T = {TIME_S*1e9/(ey+dp):.2f} ns; joint operator T = {TIME_S*1e9/full:.2f} ns")
    print(f"  Omega*tau = {omega_rms*t:.5f}, E_F*tau = {E_F*t:.2f}")
print("done: every assertion held")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 196, in <module>
    assert abs(dp_bloch(1.0) / dp_exact(1.0) - 1) < 0.01
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed test compared the diagonalized precession equation, on a 10 × 20 angular grid, with a decay condition averaged over a much finer grid. At Ωτ = 1 the spin response has narrow peaks around the 14 directions where the Dresselhaus precession vanishes, and the coarse grid does not resolve them, so the fault lies in the program's grid and not in the decay condition. The diagonalization now uses a grid with full cubic symmetry, on which the decay condition must hold exactly, so the comparisons at Ωτ = 1 and 3 are made on the same grid and their tolerances tighten from 1% and 3% to 10⁻⁷. The continuum values come from a separate grid refined towards those directions, with a new convergence test for every printed value; no other test or tolerance changes.

Diff:

```diff
@@ -168,16 +168,37 @@
 lam = -g_shift(*params) * inverse_gaps(params) / 4
 
+
 # ---------- Dyakonov-Perel ----------
-fine_dirs, fine_wts = sphere(60, 120)
-shape2_fine = np.sum(precession(fine_dirs, 1.0)**2, axis=1)
-assert abs(fine_wts @ shape2_fine - 16 / 35) < 1e-12
-bloch_dirs, bloch_wts = sphere(10, 20)
-
-
-def dp_bloch(rms):
+def quarter_face(n):
+    """Directions through a quarter of one cube face; weights sum to 1.
+
+    Sign changes and cyclic permutations of the axes carry it over the whole
+    sphere. Points crowd at the corners, where the precession vanishes."""
+    u, wu = np.polynomial.legendre.leggauss(n)
+    a, b = np.meshgrid((u + 1) / 2, (u + 1) / 2, indexing="ij")
+    r = np.sqrt(1 + a**2 + b**2)
+    w = (np.outer(wu, wu) / r**3).ravel()
+    return np.stack([1 / r, a / r, b / r], axis=-1).reshape(-1, 3), w / w.sum()
+
+
+def cubic_sphere(n):
+    """The quarter face repeated over the whole sphere."""
+    pts, w = quarter_face(n)
+    signs = [np.array([p, q, r]) for p in (1, -1) for q in (1, -1) for r in (1, -1)]
+    full = [np.roll(pts, c, axis=1) * s for c in range(3) for s in signs]
+    return np.concatenate(full), np.tile(w, 24) / 24
+
+
+def scaled_precession(grid):
+    """Precession vectors with unit rms value on the grid."""
+    om = precession(grid[0], 1.0)
+    return om / np.sqrt(grid[1] @ np.sum(om**2, axis=1))
+
+
+def dp_bloch(rms, grid):
     """tau/T from diagonalizing the precession-plus-scattering equation."""
-    om = precession(bloch_dirs, 1.0) * rms / np.sqrt(16 / 35)
+    om = rms * scaled_precession(grid)
     n = len(om)
-    op = np.einsum("b,ij->bij", bloch_wts, np.eye(3))
+    op = np.einsum("b,ij->bij", grid[1], np.eye(3))
     op = np.broadcast_to(op, (n, n, 3, 3)).transpose(0, 2, 1, 3).copy()
     for a in range(n):
@@ -187,14 +208,21 @@
 
 
-def dp_exact(rms):
+def dp_exact(rms, grid):
     """tau/T from the closed decay condition."""
-    w2 = shape2_fine * rms**2 / (16 / 35)
-    return 1 - brentq(lambda x: fine_wts @ (1/x + 2*x/(x*x + w2)) / 3 - 1, 1/3, 1.0)
-
-
-assert abs(dp_bloch(0.05) / (2 / 3 * 0.05**2) - 1) < 0.01
-assert abs(dp_bloch(1.0) / dp_exact(1.0) - 1) < 0.01
-assert abs(dp_bloch(3.0) / dp_exact(3.0) - 1) < 0.03   # finite angular grid
-assert abs(dp_exact(100.0) - 2 / 3) < 0.01
+    w2 = rms**2 * np.sum(scaled_precession(grid)**2, axis=1)
+    return 1 - brentq(lambda x: grid[1] @ (1/x + 2*x/(x*x + w2)) / 3 - 1, 1/3, 1.0)
+
+
+fine, less_fine, small = quarter_face(100), quarter_face(70), cubic_sphere(3)
+mean_square = fine[1] @ np.sum(precession(fine[0], 1.0)**2, axis=1)
+assert abs(mean_square - 16 / 35) < 1e-12
+assert abs(dp_bloch(0.05, small) / (2 / 3 * 0.05**2) - 1) < 0.01
+for r in (1.0, 3.0):                      # same grid on both sides
+    assert abs(dp_bloch(r, small) / dp_exact(r, small) - 1) < 1e-7
+assert abs(dp_exact(100.0, fine) - 2 / 3) < 0.01
+strengths = (0.1, 0.3, 1.0, 3.0, 10.0)
+dp_values = [dp_exact(r, fine) for r in strengths]
+for r, value in zip(strengths, dp_values):
+    assert abs(dp_exact(r, less_fine) - value) < 1e-6   # angular grid converged
 
 # ---------- both mechanisms in one sample ----------
@@ -242,6 +270,6 @@
 print(f"1/(T_DP*tau) = {dp_coef:.4e} Ha^2")
 print("rms Omega*tau | exact tau/T | exact/(narrowing law)")
-for r in (0.1, 0.3, 1.0, 3.0, 10.0):
-    print(f"  {r:5.1f}  {dp_exact(r):.5f}  {dp_exact(r)/(2/3*r*r):.4f}")
+for r, value in zip(strengths, dp_values):
+    print(f"  {r:5.1f}  {value:.5f}  {value/(2/3*r*r):.4f}")
 print("SAMPLES: leading formulas, rates in 1/(atomic time)")
 for name, t, full in zip(("dirtier", "crossover", "cleaner"), taus, joint):
```

Output now:

```
MODEL (atomic units unless stated)
P = 0.6, gap G = 0.02 Ha, splitting D = 0.01 Ha
Fermi wave number k = 0.005, Dresselhaus gamma = 1.0
P*k/G = 0.150
effective mass at band edge = 0.03030 m_e
Fermi energy, parabolic = 4.1250e-04 Ha
Fermi energy, eight-band = 4.0543e-04 Ha = 11.03 meV
G SHIFT AND MIXING
g shift, formula = -8.0000
g shift, Landau levels = -7.9984
s = 1/G + 1/(G+D) = 83.333 1/Ha
lambda = 166.667 bohr^2, lambda*k^2 = 4.16667e-03
mean mixing b^2, formula = 3.7037e-04
mean mixing b^2, eight-band = 3.4105e-04
ELLIOTT-YAFET
tau/T_EY, leading formula = 1.5432e-05
tau/T_EY, eight-band = 1.3980e-05
eight-band/formula at k = 0.9059
eight-band/formula at k/2 = 0.9751
eight-band/formula at k=0.001: 0.9960
(tau/T_EY)/dg^2 at k, formula = 2.4113e-07
(tau/T_EY)/dg^2 at k/2, formula = 1.5070e-08
(tau/T_EY)/b^2, formula = 0.04167
momentum relaxation rate * tau = 0.9882
DYAKONOV-PEREL
rms Omega = 8.4515e-08 Ha
1/(T_DP*tau) = 4.7619e-15 Ha^2
rms Omega*tau | exact tau/T | exact/(narrowing law)
    0.1  0.00667  1.0003
    0.3  0.06007  1.0012
    1.0  0.48737  0.7311
    3.0  0.64722  0.1079
   10.0  0.66443  0.0100
SAMPLES: leading formulas, rates in 1/(atomic time)
dirtier: tau = 2.0000e+04 a.u. = 0.4838 ps
  EY = 7.7160e-10, DP = 9.5238e-11, sum = 8.6684e-10
  T = 27.90 ns; joint operator T = 30.45 ns
  Omega*tau = 0.00169, E_F*tau = 8.11
crossover: tau = 5.6928e+04 a.u. = 1.3770 ps
  EY = 2.7108e-10, DP = 2.7108e-10, sum = 5.4217e-10
  T = 44.62 ns; joint operator T = 46.82 ns
  Omega*tau = 0.00481, E_F*tau = 23.08
cleaner: tau = 2.0000e+05 a.u. = 4.8378 ps
  EY = 7.7160e-11, DP = 9.5238e-10, sum = 1.0295e-09
  T = 23.49 ns; joint operator T = 23.66 ns
  Omega*tau = 0.01690, E_F*tau = 81.09
done: every assertion held
```
